\section*{Separate Hessian Shifts for Saddle Searches: Partitioned Rational-Function Steps, part 2}

The problem is to reach a first-order saddle of an energy $E(\mathbf x)$: a point with zero gradient, one negative Hessian eigenvalue and all others positive. Energies are in hartree, lengths in bohr. At the current point the gradient is $\mathbf g$, and the Hessian $\mathbf H$ has orthonormal eigenvectors $\mathbf v_i$ (modes) with eigenvalues $b_i$. The gradient components are $F_i=\mathbf v_i\cdot\mathbf g$, and the step is $\mathbf h=\sum_i h_i\mathbf v_i$. It is uphill along mode $i$ when $F_ih_i>0$. Newton's step is $h_i=-F_i/b_i$.

The partitioned step, called P-RFO in the numerical output, climbs along the followed mode $k$ and descends along the others:
\begin{equation}
h_k=\frac{F_k}{\lambda_p-b_k},\qquad h_i=\frac{F_i}{\lambda_n-b_i}\quad(i\neq k),
\label{eq:step2}
\end{equation}
Here $\lambda_p$ is the upper root of $a^2\lambda(\lambda-b_k)=F_k^2$, $\lambda_n$ is the lowest root of $a^2\lambda=\sum_{i\neq k}F_i^2/(\lambda-b_i)$, and $a$ is a fixed length. Also $F_kh_k=a^2\lambda_p$.

The step comes from two quotients, one maximised and one minimised. For the followed mode, with $h,F,b$ standing for $h_k,F_k,b_k$, it is
\begin{equation}
Q(h)=\frac{Fh+\frac12bh^2}{1+h^2/a^2},\qquad a>0 .
\label{eq:q1}
\end{equation}
For the others it is
\begin{equation}
Q_n=\frac{\sum_{i\neq k}\left(F_ih_i+\frac12b_ih_i^2\right)}
{1+\sum_{i\neq k}h_i^2/a^2}.
\label{eq:qn}
\end{equation}
At the full step their sum is
\begin{equation}
\Delta E_{\rm model}=\tfrac12a^2(\lambda_p+\lambda_n).
\label{eq:pred}
\end{equation}

Close to a first-order saddle the step converges quadratically, like Newton's.

The closing output also lists earlier tests. The four-mode test follows the third mode with $a=0.7$ bohr, and compares the step with common shifts, $h_i=F_i/(\lambda-b_i)$ with one $\lambda$ for all modes. The direction test used 300 random $5\times5$ Hessians. The two error ratios belong to the surface $E=-\tfrac12x^2+y^2+0.3x^3+0.4xy^2+0.2x^2y$ with $a=1$, started at $(x,y)=\epsilon(0.8,0.6)$: $4.004$ on going from $\epsilon=0.002$ to $0.001$, and $0.9995$ at $\epsilon=0.001$.

\subsection{Far from the saddle: what must be added}

Where $b_k>0$ the component $|h_k|$ exceeds $a$, and the local data may be worthless at such a distance. The simplest remedy is a cap $R$: if $|\mathbf h|>R$, multiply the whole step by $R/|\mathbf h|$. A common positive factor leaves all signs of $F_ih_i$ unchanged. It does, however, shorten the downhill components together with the uphill one.

The followed mode must be recognised again after each step, because eigenvectors rotate and eigenvalues may cross. Here the new mode $k$ is the one with the largest $|\mathbf v_i\cdot\mathbf v_k^{\rm old}|$.

The step also depends on the coordinates. Under a linear change $\mathbf x=\mathbf S\mathbf y$ the derivatives become $\mathbf S^T\mathbf g$ and $\mathbf S^T\mathbf H\mathbf S$, and Newton's step in $\mathbf y$ is
\begin{equation}
-(\mathbf S^T\mathbf H\mathbf S)^{-1}\mathbf S^T\mathbf g=\mathbf S^{-1}(-\mathbf H^{-1}\mathbf g),
\end{equation}
the same displacement. The partitioned step lacks this invariance, since the length in its denominators and the orthogonality of its modes refer to a chosen metric.

\subsection{A computed case: hydrogen exchange}

The reaction $\mathrm{H+H_2\to H_2+H}$ on a straight line has two coordinates, the bond lengths $r_1$ and $r_2$. The energy is that of full configuration interaction in the 6-31G basis, which treats the correlation of the three electrons completely within that small basis. Nuclei are fixed and relativity is left out. Derivatives are central differences with a displacement of $0.002$ bohr. The energy zero is $\mathrm{H_2}$ at its bond length of $1.410$ bohr with the third atom $20$ bohr away.

The search starts in the entrance valley at $(r_1,r_2)=(1.40,3.20)$ bohr, with $a=1$ bohr and $R=0.30$ bohr. Both curvatures are positive there:
\begin{equation}
b=(0.00997,\,0.37632),\qquad F=(0.00835,\,0.00733).
\end{equation}
The soft mode, $(0.020,-1.000)$ in $(r_1,r_2)$, is the approach of the third atom, and it is followed. Newton's component along it is $-0.00835/0.00997=-0.84$ bohr, which lengthens $r_2$. The partitioned step has
\begin{equation}
\lambda_p=0.00499+\sqrt{0.00499^2+0.00835^2}=0.0147,\qquad h_k=1.76\ \text{bohr},
\end{equation}
and shortens $r_2$.

The direction is right and the length is not. The full step would take $r_2$ to $1.44$ bohr, past the saddle found below. The model predicts a rise of $0.0073$ hartree, and the actual rise is $0.0413$ hartree. With $a$ equal to one \aa ngstr\"om instead of one bohr, all else fixed, the full step is $4.98$ bohr long, more than the whole distance $r_2$.

The cap reduces the step by the factor $0.30/1.762=0.170$. The energy then rises by $0.00295$ hartree. The plain quadratic at the capped step gives $0.00293$ and the two quotients together $0.00269$ hartree. The quotient is thus no better as an energy model here; it serves to select a direction.

\subsection{The course of the search}

Some of the points visited are listed here, with the energy in hartree above the reactants.
\begin{center}
\begin{tabular}{rccccc}
step & $r_1$ & $r_2$ & energy & $b_k$ & $|\mathbf g|$\\
0 & 1.400 & 3.200 & 0.00591 & $\phantom{-}0.0100$ & $1.1\times10^{-2}$\\
3 & 1.453 & 2.302 & 0.01738 & $\phantom{-}0.0038$ & $1.9\times10^{-2}$\\
4 & 1.510 & 2.007 & 0.02201 & $-0.0054$ & $2.1\times10^{-2}$\\
5 & 1.630 & 1.732 & 0.02514 & $-0.0077$ & $2.5\times10^{-2}$\\
6 & 1.878 & 1.563 & 0.02362 & $-0.0107$ & $2.1\times10^{-2}$\\
7 & 1.633 & 1.736 & 0.02502 & $-0.0091$ & $2.4\times10^{-2}$\\
12 & 1.791 & 1.750 & 0.02357 & $-0.0453$ & $2.3\times10^{-3}$\\
13 & 1.777 & 1.780 & 0.02358 & $-0.0483$ & $1.7\times10^{-4}$\\
14 & 1.779 & 1.779 & 0.02358 & $-0.0485$ & $7.5\times10^{-7}$
\end{tabular}
\end{center}
The search climbs through the convex region, and $b_k$ becomes negative between steps 3 and 4. Newton's method from the same start and with the same cap lengthens $r_2$ to $5.60$ bohr in eight steps. Its energy is then $0.00003$ hartree above the reactants: it has moved away from the saddle, out towards the separated reactants.

From step 5 to step 13 every step of the partitioned search crosses the line $r_1=r_2$, at first with large jumps and then with small ones. The shifts explain the first jump. At step 5, $\lambda_p=0.00130$, so
\begin{equation}
|F_k|=\sqrt{0.00130\,(0.00130+0.00769)}=0.0034,\qquad
|h_k|=\frac{a^2\lambda_p}{|F_k|}=0.38\ \text{bohr}.
\end{equation}
Together with a stiff component of $0.12$ bohr the full length is $0.40$ bohr, and the cap leaves $0.29$ bohr along the followed mode. The saddle is $0.16$ bohr away, but only $0.06$ bohr of this lies along the followed mode, so the step overshoots. The local curvature, $-0.0077$, is about six times weaker than the value $-0.0485$ at the saddle, and a weak negative curvature places the model's maximum too far out.

The cap contributes by its uniform scaling. At step 4 the same formulae give full components of $0.82$ bohr uphill and $0.07$ bohr downhill, and both are multiplied by $0.37$. About $0.04$ bohr of the relaxation along the stiff mode is therefore left undone. Step 5 lies $0.0016$ hartree above the saddle, and its stiff component is $0.12$ bohr, so the cap accounts for only a part of this displacement. That part matters, however. If the downhill component at step 4 is taken in full and only the uphill one is scaled, the next point has a stiff component of $0.09$ bohr, a curvature $b_k=-0.021$ and an uphill component of $0.12$ bohr instead of $0.38$. The weak curvature at step 5 is thus partly a result of the incomplete relaxation.

From step 12 on, the gradient falls quadratically. The quotient of each new norm and the square of the old one is $1.7\times10^{-4}/(2.3\times10^{-3})^2\simeq32$, and then $7.5\times10^{-7}/(1.7\times10^{-4})^2\simeq26$. These are of similar size, as expected when the error is squared at each step.

\subsection{Is it the saddle?}

Symmetry offers an independent check. On the line $r_1=r_2$ exchange of the end atoms makes the two gradient components equal. A minimum along this line therefore has no gradient in either coordinate. Direct minimisation along it gives $r_1=r_2=1.7789$ bohr, in agreement with the search. The curvatures there are $-0.0485$ and $0.1485$ hartree/bohr$^2$, one of each sign.

Bending was not included in the search. For three atoms on a straight line the gradient along a bending motion vanishes by symmetry, so the gradient cannot show whether the point is stable against bending; the curvature must be computed. Displacing the middle atom sideways gives a curvature of $+0.0313$ hartree/bohr$^2$. The two bending directions are equivalent, so the point is a first-order saddle for all internal motions. Had this curvature been negative, the collinear search would have converged just as well, to a point that is not a first-order saddle.

\subsection{What the barrier leaves out}

The barrier on this surface is $0.0236$ hartree, or $0.64$ eV. At the same two geometries the larger cc-pVDZ basis gives $0.0162$ hartree, or $0.44$ eV. The change of $-0.20$ eV is $31\%$ of the 6-31G value. The accepted height of the electronic barrier is roughly $0.4$ eV, so the 6-31G figure is far too high. The search stopped when the finite-difference gradient fell below $10^{-7}$ hartree/bohr. The difference formula has an error of its own, and the exact gradient at the final point is a few times $10^{-7}$, comparable to the last entry of the table. Even this precision concerns only the surface supplied. The same holds for a learned potential: the step finds a saddle of the fitted function, and the error of the fit is a separate matter.

Nuclear motion enters in two ways. Let $m=1836$ be the proton mass in electron masses, and let $E_1,E_2$ be the derivatives of $E$ with respect to $r_1,r_2$. The outer atoms feel the forces $E_1$ and $-E_2$, the middle one $E_2-E_1$, so that
\begin{equation}
m\ddot r_1=-2E_1+E_2,\qquad m\ddot r_2=E_1-2E_2 .
\end{equation}
Subtraction gives $m(\ddot r_1-\ddot r_2)=-3(E_1-E_2)$. For the antisymmetric motion at the saddle $E_1-E_2=b_k(r_1-r_2)$, hence
\begin{equation}
|\omega|=\sqrt{\frac{3|b_k|}{m}}=\sqrt{\frac{3\times0.0485}{1836}}=0.0089\ \text{a.u.}
\end{equation}
The harmonic zero-point energies of the symmetric stretch and the two bends at the saddle, less that of $\mathrm{H_2}$, change the barrier by $-0.011$ eV in the 6-31G basis, and by about $-0.03$ eV in cc-pVDZ at its own geometries. Either is small beside the basis error of the barrier.

Tunnelling is not small at ordinary temperatures. Well below the top $V$ of a parabolic barrier the transmission falls as $\exp[2\pi(\mathcal E-V)/|\omega|]$ with the collision energy $\mathcal E$, while the Boltzmann weight grows as $\exp(-\mathcal E/k_BT)$ towards low $\mathcal E$. Their product decays towards low energy only if
\begin{equation}
T>T_c=\frac{|\omega|}{2\pi k_B}=447\ \text{K}.
\end{equation}
Below about $450$ K on this surface the parabolic description fails and passage through the barrier dominates. This temperature is not a sharp onset, since tunnelling already contributes noticeably above it. At room temperature a rate estimated from the classical barrier alone is therefore unreliable, even with a better basis. The value of $T_c$ inherits the error of the 6-31G curvature: at its own saddle the cc-pVDZ basis gives $b_k\simeq-0.028$ hartree/bohr$^2$ and $T_c\simeq340$ K, lower but still above room temperature. The complete list of iterations is in the numerical output.

\section*{Computed values}
\begin{verbatim}
Four-mode test: b = [-0.1  0.2  0.3  0.5]  F = [ 0.05 -0.08  0.04  0.06]  a = 0.7
  followed mode index 2 (from 0): lam_p 0.31052, lam_n -0.15021
  step components in the eigenbasis: [-0.9958  0.2284  3.8038 -0.0923]
  common shifts with wanted signs: 0 for this mode;
  for lowest mode, from -0.100 to 0.199
Random Hessians with correct directions: 300
Error ratio on halving distance to saddle: 4.004
Error after one step, P-RFO/Newton: 0.9995
H + H2, full CI/6-31G, atomic units (hartree, bohr)
H2 bond length 1.4101 bohr; reactant energy -1.649931 hartree
Scale a 1.00 bohr; step cap 0.30 bohr
Start gradient (r1, r2), hartree/bohr: [-0.00716 -0.00849]
Start Hessian eigenvalues, hartree/bohr^2: [0.00997 0.37632]
Start soft mode (r1, r2): [ 0.0198 -0.9998]
Start F along (soft, stiff) modes: [0.00835 0.00733]
Newton first step, uncapped, bohr: [0.0029 0.8374]
P-RFO first step, uncapped, bohr: [ 0.0544 -1.7613]
  length 1.762 bohr; with a = 1 angstrom 4.982 bohr
  energy change predicted 0.00729, actual 0.04134 hartree
it  r1      r2      E-Ereact  b_follow  b_other  lam_p     lam_n      |g|
 0  1.4000  3.2000  0.005913   0.00997  0.37632  1.47e-02  -1.43e-04  1.1e-02
 1  1.4093  2.9001  0.008867   0.01115  0.36268  1.83e-02  -1.44e-04  1.4e-02
 2  1.4247  2.6005  0.012759   0.00965  0.34022  1.99e-02  -1.99e-04  1.7e-02
 3  1.4533  2.3019  0.017380   0.00382  0.30292  1.77e-02  -4.13e-04  1.9e-02
 4  1.5103  2.0074  0.022010  -0.00538  0.24921  1.07e-02  -1.16e-03  2.1e-02
 5  1.6299  1.7323  0.025136  -0.00769  0.20547  1.30e-03  -2.91e-03  2.5e-02
 6  1.8778  1.5633  0.023621  -0.01071  0.21824  5.47e-03  -1.61e-03  2.1e-02
 7  1.6326  1.7361  0.025023  -0.00914  0.20354  1.14e-03  -2.73e-03  2.4e-02
 8  1.8854  1.5746  0.023370  -0.01428  0.21048  4.55e-03  -1.21e-03  1.8e-02
 9  1.6430  1.7514  0.024616  -0.01471  0.19609  8.01e-04  -2.06e-03  2.0e-02
10  1.8638  1.6364  0.023256  -0.02824  0.18031  1.67e-03  -3.96e-04  1.1e-02
11  1.6904  1.8035  0.023623  -0.03448  0.16839  3.84e-04  -3.39e-04  8.4e-03
12  1.7912  1.7500  0.023573  -0.04527  0.15294  4.27e-05  -2.17e-05  2.3e-03
13  1.7769  1.7796  0.023582  -0.04825  0.14884  1.86e-07  -1.33e-07  1.7e-04
14  1.7789  1.7789  0.023582  -0.04848  0.14853  4.04e-12  -2.47e-12  7.5e-07
15  1.7789  1.7789  0.023582  -0.04848  0.14853  0.00e+00  -5.07e-22  1.1e-11
Newton after 8 capped steps: r1 1.4099, r2 5.6000 bohr, E-Ereact 0.000034 hartree
Saddle from symmetric line: r1 = r2 = 1.77891 bohr
Saddle Hessian eigenvalues, hartree/bohr^2: [-0.04848  0.14853]
Bending curvature at saddle: 0.03132 hartree/bohr^2
Barrier, 6-31G: 0.023582 hartree = 0.6417 eV
Barrier, cc-pVDZ at same geometries: 0.016187 hartree = 0.4405 eV
Harmonic zero-point correction: -0.000397 hartree = -0.0108 eV
Imaginary frequency magnitude: 0.008900 atomic units
Tunnelling crossover temperature: 447 K
\end{verbatim}
